# Film Thickness from Total and Zero-Loss Electron Intensities: a program that tests the result

```python
# Result under test: t/lambda = ln(I_total / I_zero) for transmitted electrons.
# t: film thickness; lambda: total inelastic mean free path;
# I_total: intensity at all losses; I_zero: intensity without inelastic events.
# Assumptions: constant event rate, small deflections, complete collection.
# Finite apertures, finite energy windows and uneven films are tested separately.
# Model parameters are round choices and do not represent a named material.
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import expm

mean_free_path = 1000.0       # angstrom
thickness = 600.0             # angstrom
elastic_path = 1500.0         # angstrom, events leaving the aperture
plasmon_energy = 15.0         # eV
damping = 5.0                 # eV
loss_cutoff = 100.0           # eV
energy_step = 0.25            # eV
theta_e, theta_c, beta = 0.05, 10.0, 2.0   # mrad
x = thickness / mean_free_path

# Normalized single-event loss distribution on an energy grid.
loss_grid = np.arange(0.0, loss_cutoff + energy_step / 2, energy_step)
single = loss_grid * damping * plasmon_energy**2 / (
    (loss_grid**2 - plasmon_energy**2)**2 + (loss_grid * damping)**2)
single /= single.sum()
energy = np.arange(0.0, 400.0 + energy_step / 2, energy_step)


def propagate(depth, layers):
    """Pass a spectrum through thin layers, each allowing at most one event."""
    probability = depth / mean_free_path / layers
    spectrum = np.zeros(energy.size)
    spectrum[0] = 1.0
    for _ in range(layers):
        scattered = np.convolve(spectrum, single)[:energy.size]
        spectrum = (1 - probability) * spectrum + probability * scattered
    return spectrum


def layered_spectrum(depth):
    """Remove the leading finite-layer error by extrapolation."""
    return 2 * propagate(depth, 1000) - propagate(depth, 500)


print(f"Inelastic mean free path: {mean_free_path:.1f} angstrom")
print(f"Film thickness: {thickness:.1f} angstrom")
print(f"Plasmon energy, damping: {plasmon_energy:.1f}, {damping:.1f} eV")
print(f"Single-loss cutoff: {loss_cutoff:.1f} eV")
print(f"Mean single loss: {np.dot(loss_grid, single):.3f} eV")

# Layer-by-layer spectra against the logarithmic law.
spectra = {}
for depth in (300.0, 600.0, 900.0, 2000.0):
    spectra[depth] = layered_spectrum(depth)
    log_ratio = math.log(spectra[depth].sum() / spectra[depth][0])
    # Remaining layer error is of order 1e-6 at the largest thickness.
    assert abs(log_ratio - depth / mean_free_path) < 1e-5
    print(f"Layered ln(total/zero), t={depth:.0f} angstrom: {log_ratio:.5f}")
spectrum = spectra[thickness]
print(f"Zero-loss fraction: {spectrum[0] / spectrum.sum():.5f}")

# Fourier solution against the layer-by-layer spectrum.
fourier_size = 8192
single_hat = np.fft.fft(single, fourier_size)
fourier_spectrum = np.fft.ifft(np.exp(x * (single_hat - 1))).real
spectral_error = np.max(np.abs(fourier_spectrum[:energy.size] - spectrum))
assert spectral_error < 1e-6
print(f"Largest Fourier-layer difference per bin: {spectral_error:.1e}")

# Event-number chains: constant rate and rate doubled after the first event.
def event_numbers(later_rate):
    size = 30
    rates = np.full(size, later_rate)
    rates[0] = 1.0
    generator = -np.diag(rates) + np.diag(rates[:-1], -1)
    return expm(x * generator)[:, 0]


independent = event_numbers(1.0)
correlated = event_numbers(2.0)
for n in range(6):
    assert abs(independent[n] - x**n * math.exp(-x) / math.factorial(n)) < 1e-11
assert abs(correlated[0] - spectrum[0]) < 1e-6
assert abs(correlated[1] - independent[1]) > 0.01
for n in range(4):
    print(f"Independent-event probability P{n}: {independent[n]:.5f}")
print(f"P0, P1 with later rate doubled: {correlated[0]:.5f}, {correlated[1]:.5f}")

# Event-by-event flight simulation, including angles and elastic removal.
rng = np.random.default_rng(4721)
electrons = 1_000_000


def angular_kicks(number):
    u = rng.random(number)
    radius = theta_e * np.sqrt((1 + (theta_c / theta_e)**2)**u - 1)
    azimuth = 2 * np.pi * rng.random(number)
    return radius * np.exp(1j * azimuth)


position = np.zeros(electrons)
events = np.zeros(electrons, dtype=int)
loss = np.zeros(electrons)
angle = np.zeros(electrons, dtype=complex)
elastic_removed = np.zeros(electrons, dtype=bool)
active = np.arange(electrons)
total_rate = 1 / mean_free_path + 1 / elastic_path
while active.size:
    position[active] += rng.exponential(1 / total_rate, active.size)
    active = active[position[active] < thickness]
    inelastic = rng.random(active.size) < 1 / mean_free_path / total_rate
    hit = active[inelastic]
    elastic_removed[active[~inelastic]] = True
    events[hit] += 1
    loss[hit] += rng.choice(loss_grid, size=hit.size, p=single)
    angle[hit] += angular_kicks(hit.size)

zero_count = np.count_nonzero(events == 0)
full_log = math.log(electrons / zero_count)
counting_error = math.sqrt((math.exp(x) - 1) / electrons)
assert abs(full_log - x) < 5 * counting_error
recovered = mean_free_path * full_log
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
print(f"Simulated total count: {electrons}")
print(f"Simulated zero-loss count: {zero_count}")
print(f"Simulated ln(total/zero): {full_log:.5f}")
print(f"Recovered thickness: {recovered:.2f} angstrom")
print(f"Recovered thickness converted: {recovered / bohr_angstrom:.1f} bohr")
print(f"Predicted standard deviation of logarithm: {counting_error:.5f}")
print(f"Thickness counting error: {mean_free_path * counting_error:.2f} angstrom")

# Observed scatter between batches against the counting-error formula.
batch_size = 5000
batch_zero = (events == 0).reshape(-1, batch_size).sum(axis=1)
observed_scatter = np.std(np.log(batch_size / batch_zero), ddof=1)
predicted_scatter = math.sqrt((math.exp(x) - 1) / batch_size)
# Two hundred batches determine a standard deviation to about five percent.
assert abs(observed_scatter / predicted_scatter - 1) < 0.20
print(f"Batch size: {batch_size} electrons")
print(f"Batch scatter, observed and predicted: "
      f"{observed_scatter:.5f}, {predicted_scatter:.5f}")

# Aperture fractions for one, two and three inelastic events.
def angular_weight(theta):
    return theta / (theta**2 + theta_e**2)


inside = quad(angular_weight, 0, beta, points=[theta_e])[0]
everything = quad(angular_weight, 0, theta_c, points=[theta_e, beta])[0]
single_fraction = (math.log(1 + (beta / theta_e)**2)
                   / math.log(1 + (theta_c / theta_e)**2))
assert abs(inside / everything - single_fraction) < 1e-8
print(f"theta_E, theta_c, beta: {theta_e:.2f}, {theta_c:.1f}, {beta:.1f} mrad")
print(f"Single-event aperture fraction F1: {single_fraction:.5f}")
summed_angle = np.zeros(electrons, dtype=complex)
for n in range(1, 4):
    summed_angle += angular_kicks(electrons)
    fraction = np.mean(np.abs(summed_angle) <= beta)
    # The product rule is approximate; sampling error is below 0.001.
    assert abs(fraction - single_fraction**n) < 0.01
    print(f"Sampled F{n}, power F1^{n}: {fraction:.4f}, {single_fraction**n:.4f}")

accepted = (np.abs(angle) <= beta) & ~elastic_removed
accepted_total = np.count_nonzero(accepted)
accepted_zero = np.count_nonzero(accepted & (events == 0))
aperture_log = math.log(accepted_total / accepted_zero)
effective_path = mean_free_path / single_fraction
# Five standard deviations of the counts are about 0.005.
assert abs(aperture_log - single_fraction * x) < 0.005
print(f"Elastic mean free path: {elastic_path:.1f} angstrom")
print(f"Aperture total, zero-loss counts: {accepted_total}, {accepted_zero}")
print(f"Aperture ln(total/zero): {aperture_log:.5f}")
print(f"Product-rule aperture logarithm: {single_fraction * x:.5f}")
print(f"Effective mean free path: {effective_path:.2f} angstrom")
print(f"Aperture thickness, effective path: "
      f"{effective_path * aperture_log:.2f} angstrom")
print(f"Aperture thickness, uncorrected path: "
      f"{mean_free_path * aperture_log:.2f} angstrom")

# Finite energy windows: layered spectrum against simulated electron losses.
previous = 0.0
for window in (25.0, 50.0, 100.0):
    window_log = math.log(spectrum[energy <= window].sum() / spectrum[0])
    sampled_log = math.log(np.count_nonzero(loss <= window) / zero_count)
    assert abs(window_log - sampled_log) < 0.005
    assert previous < window_log < x
    previous = window_log
    print(f"Apparent t/lambda, window {window:.0f} eV: {window_log:.5f}")

# Finite resolution and a fixed cut between zero-loss and inelastic signals.
resolution, zero_cut = 1.0, 2.5   # eV
sigma = resolution / (2 * math.sqrt(2 * math.log(2)))
offset = np.arange(-12, 13) * energy_step
kernel = np.exp(-offset**2 / (2 * sigma**2))
kernel /= kernel.sum()
blurred = np.convolve(spectrum, kernel)
blurred_energy = np.arange(blurred.size) * energy_step + offset[0]
cut_log = math.log(blurred.sum() / blurred[blurred_energy <= zero_cut].sum())
assert cut_log < x - 1e-4
print(f"Resolution FWHM, zero-loss cut: {resolution:.1f}, {zero_cut:.1f} eV")
print(f"Apparent t/lambda with this cut: {cut_log:.5f}")

# Equal illuminated areas of two thicknesses.
thin, thick = spectra[300.0], spectra[900.0]
uneven_log = math.log((thin.sum() + thick.sum()) / (thin[0] + thick[0]))
half_difference = (900.0 - 300.0) / 2
uneven_formula = x - math.log(math.cosh(half_difference / mean_free_path))
assert abs(uneven_log - uneven_formula) < 1e-5
print(f"Uneven-film half difference: {half_difference:.1f} angstrom")
print(f"Uneven-film ln(total/zero): {uneven_log:.5f}")
print(f"Uneven-film apparent thickness: {mean_free_path * uneven_log:.2f} angstrom")

print("all assertions hold")
```

Printed output:

```
Inelastic mean free path: 1000.0 angstrom
Film thickness: 600.0 angstrom
Plasmon energy, damping: 15.0, 5.0 eV
Single-loss cutoff: 100.0 eV
Mean single loss: 16.064 eV
Layered ln(total/zero), t=300 angstrom: 0.30000
Layered ln(total/zero), t=600 angstrom: 0.60000
Layered ln(total/zero), t=900 angstrom: 0.90000
Layered ln(total/zero), t=2000 angstrom: 2.00000
Zero-loss fraction: 0.54881
Largest Fourier-layer difference per bin: 6.1e-08
Independent-event probability P0: 0.54881
Independent-event probability P1: 0.32929
Independent-event probability P2: 0.09879
Independent-event probability P3: 0.01976
P0, P1 with later rate doubled: 0.54881, 0.24762
Simulated total count: 1000000
Simulated zero-loss count: 548970
Simulated ln(total/zero): 0.59971
Recovered thickness: 599.71 angstrom
Recovered thickness converted: 1133.3 bohr
Predicted standard deviation of logarithm: 0.00091
Thickness counting error: 0.91 angstrom
Batch size: 5000 electrons
Batch scatter, observed and predicted: 0.01254, 0.01282
theta_E, theta_c, beta: 0.05, 10.0, 2.0 mrad
Single-event aperture fraction F1: 0.69629
Sampled F1, power F1^1: 0.6969, 0.6963
Sampled F2, power F1^2: 0.4850, 0.4848
Sampled F3, power F1^3: 0.3407, 0.3376
Elastic mean free path: 1500.0 angstrom
Aperture total, zero-loss counts: 559251, 368349
Aperture ln(total/zero): 0.41757
Product-rule aperture logarithm: 0.41778
Effective mean free path: 1436.18 angstrom
Aperture thickness, effective path: 599.70 angstrom
Aperture thickness, uncorrected path: 417.57 angstrom
Apparent t/lambda, window 25 eV: 0.46634
Apparent t/lambda, window 50 eV: 0.58310
Apparent t/lambda, window 100 eV: 0.59941
Resolution FWHM, zero-loss cut: 1.0, 2.5 eV
Apparent t/lambda with this cut: 0.59772
Uneven-film half difference: 300.0 angstrom
Uneven-film ln(total/zero): 0.55566
Uneven-film apparent thickness: 555.66 angstrom
all assertions hold
```
